# Why DX centres give persistent photoconductivity

**Question.** A semiconductor doped with DX centres is cooled in the dark and conducts poorly. A short illumination raises its conductivity by orders of magnitude, and the increase remains long after the light is off. The electrons have a lower state available on the donors. Why do they not return to it, and why does warming the sample bring them back?

## The mechanism

A DX centre is a donor with two kinds of bound state. With the lattice undistorted, the neutral donor $d^0$ holds one electron in a shallow orbit with binding energy $E_d$. With the lattice around it strongly distorted, the donor holds two electrons and is negatively charged; this is the state $DX^-$. The ionized donor $d^+$ is also undistorted.

Light removes an electron from $DX^-$ faster than the nuclei can move. The neutral donor left behind then relaxes to the undistorted geometry, where an electron at the band edge finds no lower two-electron state at fixed nuclei. That state becomes available once the lattice has distorted again, and the distortion costs energy. At low temperature this energy is rarely supplied by heat, and tunnelling of the nuclei is very slow.

To make this quantitative, let one coordinate $Q$ describe the distortion and compare two total energies:

$$U_A(Q)=\tfrac12KQ^2,\qquad U_B(Q)=-E_0+\tfrac12K(Q-Q_0)^2 .$$

Curve $A$ is $d^0$ plus one electron at the bottom of the conduction band; curve $B$ is $DX^-$. The minimum of $B$ lies $E_0>0$ below that of $A$. The relaxation energy is $E_R=\tfrac12KQ_0^2$.

The model assumes one harmonic mode and equal curvatures. It also takes the ground-state energy of the neutral donor to be a single parabola, which leaves out a possible neutral state with one electron still in the deep orbital at the distorted site.

## The two depths

**Thermal depth.** Measure energies from $d^+$ with its two electrons at the band edge. Then $d^0$ with one band electron has energy $-E_d$, and $DX^-$ has energy $-(E_0+E_d)$. The reaction $2d^0\to d^++DX^-$ changes the energy by

$$U=-(E_0+E_d)+2E_d=E_d-E_0 .$$

For $E_0>E_d$ this is negative: the donors prefer to be half empty and half doubly occupied.

Let $\mu$ be the chemical potential measured from the band edge. A state with $N$ electrons and energy $E$ has weight $g\,e^{(N\mu-E)/kT}$. The weights of $d^+$, $d^0$ and $DX^-$ are therefore

$$1,\qquad 2e^{(\mu+E_d)/kT},\qquad e^{(2\mu+E_0+E_d)/kT},$$

where the 2 counts the spin of the single electron. Without other charged impurities, neutrality requires $n+N_{DX}=N_+$, with $n$ the density of band electrons. At low temperature $n$ is negligible beside the donor density $N_D$, so $N_{DX}\approx N_+$. Equating the first and third weights gives $2\mu+E_0+E_d=0$, and for a non-degenerate band with effective density of states $N_c$,

$$n_{\rm dark}\approx N_c\,e^{\mu/kT}=N_c\exp\left[-\frac{E_0+E_d}{2kT}\right].$$

The thermal depth per electron is $(E_0+E_d)/2$. The half appears because the release of a pair is shared between two electrons.

**Optical depth.** The photon acts at $Q=Q_0$, and the nuclei stay there during the transition:

$$E_{\rm opt}=U_A(Q_0)-U_B(Q_0)=E_R+E_0 .$$

The optical depth contains the full relaxation energy; the thermal depth compares relaxed states and contains none of it. After the transition the lattice slides from $Q_0$ to $0$ and gives $E_R$ to phonons. The shallow electron can then be released thermally at the small cost $E_d$, so one photon can supply up to two band electrons.

## The barrier to return

The electronic states can exchange without a photon where the curves cross. Setting $U_A=U_B$ and expanding the square,

$$\tfrac12KQ^2=-E_0+\tfrac12KQ^2-KQQ_0+\tfrac12KQ_0^2 .$$

The quadratic terms cancel. With $KQ_0^2=2E_R$, what remains is $2E_R\,Q/Q_0=E_R-E_0$, so

$$\frac{Q_\times}{Q_0}=\frac{E_R-E_0}{2E_R},\qquad
E_B=U_A(Q_\times)=E_R\left(\frac{Q_\times}{Q_0}\right)^2=\frac{(E_R-E_0)^2}{4E_R}.$$

$E_B$ is the capture barrier. Seen from the minimum of $B$, the same crossing is higher by $E_0$, so thermal emission has the barrier $E_B+E_0$.

A large optical depth is not in itself the cause of persistence. At $E_R=E_0$ the optical depth is already $2E_0$, but the crossing lies at the minimum of $A$ and the barrier is zero. For $E_R>E_0$, a high barrier requires $E_R$ well above $E_0$; the opposite case is treated next.

The barrier formula also gives a positive value for $E_R<E_0$, with the crossing at negative $Q$. There, however, the vertical energy difference at $Q=0$,

$$U_A(0)-U_B(0)=E_0-E_R,$$

is positive, so a band electron can drop into the deep state by emitting a photon. For $E_R>E_0$ the deep state lies above the band electron at $Q=0$, and this vertical route is closed apart from thermal and quantum tails. Large relaxation thus obstructs both ways back.

## The capture rate with quantum nuclei

The classical barrier suggests a rate that vanishes as $T\to0$. Quantum nuclei can also tunnel, so the freezing must be checked. Let the mode have phonon energy $\hbar\omega$ and define

$$S=\frac{E_R}{\hbar\omega},\qquad p=\frac{E_0}{\hbar\omega},\qquad x=\frac{\hbar\omega}{kT},\qquad N=\frac1{e^x-1},$$

with $p$ an integer. If $a$ lowers the oscillator of curve $A$, then $b=a-\sqrt S$ lowers that of curve $B$. Energy conservation takes phonon level $n_A$ of $A$ to level $n_A+p$ of $B$. We need the thermal probability $W_k$ of a net gain of $k$ phonons, evaluated at $k=p$.

Its generating function is

$$G(\theta)=\sum_kW_ke^{ik\theta}=\left\langle e^{-i\theta a^\dagger a}e^{i\theta b^\dagger b}\right\rangle_A .$$

With $D(\alpha)=e^{\alpha a^\dagger-\alpha^*a}$ one has $b=D(\sqrt S)\,a\,D(-\sqrt S)$. Moving the phase factor through the first displacement turns the average into

$$G=\langle D(\sqrt S\,e^{-i\theta})\,D(-\sqrt S)\rangle .$$

Two displacements combine as $D(\alpha)D(\beta)=e^{(\alpha\beta^*-\alpha^*\beta)/2}D(\alpha+\beta)$; here the phase factor is $e^{iS\sin\theta}$. In a thermal oscillator state the exponent of $D(\gamma)$ is Gaussian with mean square $-|\gamma|^2(2N+1)$, so $\langle D(\gamma)\rangle=e^{-|\gamma|^2(2N+1)/2}$. Since $|\gamma|^2=S|e^{-i\theta}-1|^2=2S(1-\cos\theta)$,

$$G=\exp\left[-S(2N+1)+S(N+1)e^{i\theta}+SNe^{-i\theta}\right].$$

This describes the difference of two independent Poisson numbers: phonons emitted, with mean $S(N+1)$, and absorbed, with mean $SN$. Expanding both exponentials and collecting $e^{ip\theta}$,

$$W_p=e^{-S(2N+1)}\sum_{j\ge0}\frac{[S(N+1)]^{j+p}(SN)^j}{(j+p)!\,j!}
=e^{-S(2N+1)}\left(\frac{N+1}{N}\right)^{p/2}I_p(z),$$

with $z=2S\sqrt{N(N+1)}$ and $I_p$ the modified Bessel function.

The mean net number is $S$ and its variance is $S(2N+1)$. With the roles of the curves exchanged, the same statistics describe the optical line: its mean is $E_0+S\hbar\omega=E_0+E_R$ and its standard deviation is $\hbar\omega\sqrt{S(2N+1)}$.

By the golden rule with a constant electronic matrix element, and with the energy delta function spread over one phonon spacing, the capture coefficient is $C=C_0W_p$. The parameter $C_0$ contains the electronic coupling.

**Warm limit.** Because $2N+1=\coth(x/2)$ and $z=S/\sinh(x/2)$, the identity $\coth(x/2)-1/\sinh(x/2)=\tanh(x/4)$ applies. For $z\gg1$ and $z^3\gg p^4$ (the next term in the exponent is $p^4/24z^3$), $I_p(z)\approx e^{z-p^2/2z}/\sqrt{2\pi z}$. Hence

$$W_p\approx\frac1{\sqrt{2\pi z}}\exp\left[-S\tanh\frac x4+\frac{px}2-\frac{p^2}{2z}\right].$$

As $x\to0$, $\tanh(x/4)\to x/4$ and $z\to2S/x$. The exponent becomes

$$-x\left(\frac S4-\frac p2+\frac{p^2}{4S}\right)=-x\frac{(S-p)^2}{4S}=-\frac{E_B}{kT},$$

and the prefactor becomes $\hbar\omega/\sqrt{4\pi E_RkT}$. The crossing barrier is recovered.

**Cold limit.** As $N\to0$ the $j=0$ term survives:

$$W_p\to e^{-S}\frac{S^p}{p!}.$$

The capture coefficient therefore does not vanish at zero temperature. It levels off at a value set by tunnelling, which is extremely small for $S\gg p$ and large $S$. The number of captures per second also depends on the density of band electrons, which falls on cooling as they settle on the shallow donors.

## The numbers

Take round model parameters: $E_0=0.20$ eV, $E_d=0.01$ eV, $E_R=1.20$ eV, $\hbar\omega=0.01$ eV, an effective mass of 0.10 electron masses, $N_D=10^{16}$ cm$^{-3}$ and $C_0=10^{-6}$ cm$^3$/s. Then $S=120$, $p=20$, and

$$E_{\rm opt}=0.20+1.20=1.40\ {\rm eV},\qquad
\frac{E_0+E_d}{2}=0.105\ {\rm eV},$$

$$E_B=\frac{(1.20-0.20)^2}{4\times1.20}=0.208\ {\rm eV},\qquad E_B+E_0=0.408\ {\rm eV}.$$

The optical depth is about 13 times the thermal depth per electron. A factor 7 comes from $E_{\rm opt}/E_0$, and the rest, $2E_0/(E_0+E_d)=1.9$, is the factor 2 from sharing the pair energy between two electrons, slightly reduced because that energy includes $E_d$. At 77 K the optical line has a standard deviation of 0.14 eV, so a photon of a few tenths of an eV, though above the thermal depth, lies far in its tail.

**Before the light.** At 77 K, $kT=0.00664$ eV and $N_c=1.03\times10^{17}$ cm$^{-3}$. The dark density in thermal equilibrium would be

$$n_{\rm dark}\approx1.03\times10^{17}\,e^{-0.105/0.00664}\approx1.4\times10^{10}\ {\rm cm^{-3}} .$$

Half the donors would be $d^+$ and half $DX^-$, with a fraction of about $6\times10^{-7}$ in $d^0$.

A sample cooled at an ordinary rate does not reach this equilibrium, because the capture barrier also holds back the last electrons on their way into $DX^-$. Integrating the rate equation given below while the temperature falls from 200 K to 77 K at 1 K per minute leaves about $1.3\times10^{13}$ cm$^{-3}$ in the band. Nearly all donors are still $d^+$ or $DX^-$, in almost equal numbers.

**Just after the light.** Suppose that illumination has emptied every $DX^-$ state. Electrons exchange quickly between the band and the shallow level, for which the statistical weights give

$$\frac{nN_+}{N_0}=K_s,\qquad K_s=\frac{N_c}{2}e^{-E_d/kT}\approx1.14\times10^{16}\ {\rm cm^{-3}},$$

where $N_0$ is the density of $d^0$. With $N_{DX}=0$, neutrality gives $N_+=n$ and $N_0=N_D-n$, so $n^2+K_sn-K_sN_D=0$. The positive root is

$$n=\frac{-K_s+\sqrt{K_s^2+4K_sN_D}}2\approx6.4\times10^{15}\ {\rm cm^{-3}} .$$

This is about 480 times the density left by cooling at 1 K per minute, and about $4.6\times10^5$ times the equilibrium dark density.

**The return.** At 77 K, $x=1.507$ (from the unrounded $kT=0.006635$ eV) and $z\approx145$. The three terms of the exponent in the approximate formula are $-43.19+15.07-1.38=-29.50$, and the prefactor is $1/30.2$. This gives $W_p\approx5.1\times10^{-15}$, the same to two figures as the full expression. The capture coefficient is thus $C=5.1\times10^{-21}$ cm$^3$/s.

Capture consumes a band electron and a neutral donor, while emission restores them:

$$\frac{dN_{DX}}{dt}=C\left[nN_0-2N_ce^{-E_0/kT}N_{DX}\right].$$

The second coefficient follows from detailed balance: in equilibrium the bracket must vanish, and the weights above give $nN_0/N_{DX}=2N_ce^{-E_0/kT}$. During the decay, neutrality and the donor count give $N_+=n+N_{DX}$ and $N_0=N_D-n-2N_{DX}$. With $nN_+=K_sN_0$, these fix $n$ at each moment.

Initially $N_0=3.6\times10^{15}$ cm$^{-3}$, so $DX^-$ forms at the rate

$$CnN_0\approx5.1\times10^{-21}\times6.4\times10^{15}\times3.6\times10^{15}
\approx1.2\times10^{11}\ {\rm cm^{-3}\,s^{-1}} .$$

In one hour this would bind about $4\times10^{14}$ pairs per cm$^3$, a small part of the donor population. Integrating the rate equation leaves 93% of the photoexcited band electrons after one hour and half of them after 12.8 hours. At 150 K half are gone in 0.19 s, and after an hour the density equals the dark value, $8.3\times10^{13}$ cm$^{-3}$. This is why warming erases the effect.

The time $1/(CN_D)$ shows the temperature dependence apart from changes in shallow occupation. The last column compares $W_p$ with the classical activated law.

| $T$ (K) | $1/(CN_D)$ (s) | $W_p$/classical |
|---:|---:|---:|
| 300 | $1.9\times10^{-5}$ | 1.04 |
| 150 | $3.3\times10^{-2}$ | 1.3 |
| 77 | $2.0\times10^4$ | 7.0 |
| 50 | $3.7\times10^9$ | 690 |
| 30 | $5.6\times10^{15}$ | $3.5\times10^{10}$ |

Quantum motion of the nuclei speeds up capture increasingly on cooling, yet the time still grows enormously. In the zero-temperature limit it reaches $8\times10^{18}$ s. The apparent activation energy, the slope of $-\ln W_p$ against $1/kT$, falls from 0.193 eV at 300 K to 0.168 eV at 77 K and 0.058 eV at 30 K. A barrier read from an Arrhenius plot in the cold range would therefore be much too small. Even in the warm range the slope stays somewhat below $E_B=0.208$ eV, because the $T^{-1/2}$ prefactor of the classical law lowers it by $kT/2$, or 0.013 eV at 300 K; its largest value, about 0.194 eV, is reached near 200–250 K.

**Two controls.** Keep $E_0$ and $C_0$ but set $E_R=E_0$. The optical depth is still 0.40 eV, nearly four times the thermal depth per electron, but the barrier is zero and $1/(CN_D)$ at 77 K is 1.4 ns. This change also lowers the optical depth. To hold it at 1.40 eV, take $E_R=E_0=0.70$ eV: the barrier is again zero, $p=S=70$ lies at the mean of the phonon distribution, $W_p\approx1/\sqrt{2\pi S(2N+1)}\approx0.038$, and $1/(CN_D)$ at 77 K is 2.6 ns. The barrier, not the optical depth, preserves the carriers.

Next set $E_R=0.05$ eV, below $E_0$. The fraction of the vertical-transition weight that permits photon emission during capture is then above 0.9999 at 77 K. For $E_R=1.20$ eV it is $6\times10^{-15}$. This is the nuclear factor alone; a radiative lifetime would also require the optical matrix element.

## How far the numbers can be trusted

The decay time depends exponentially on the barrier. In the classical law a change of 0.01 eV in $E_B$ at 77 K changes the rate by $e^{0.01/0.00664}\approx4.5$, so the 12.8 hours belong to these parameters and are not a general property of DX centres.

The captured electron was placed at the band edge. If it has kinetic energy $\varepsilon$, the energy released is $E_0+\varepsilon$, and to first order the barrier falls by $a\varepsilon$, with $a=(E_R-E_0)/(2E_R)=0.417$. Averaging $e^{a\varepsilon/kT}$ over the thermal distribution, proportional to $\sqrt\varepsilon\,e^{-\varepsilon/kT}$, multiplies the classical rate by $(1-a)^{-3/2}\approx2.2$. The average with the quantum $W_p$, continued to non-integer $p$, gives 2.16 at 77 K. This shortens the decay from half a day to several hours and leaves the mechanism unchanged.

A persistent population is not yet a persistent current. On further cooling at this doping, $K_s$ falls and the electrons settle into the shallow $d^0$ states. They are still not recaptured as $DX^-$, but fewer of them move in the band. Conduction between donors, and the merging of shallow states with the band at high doping, can keep such electrons mobile; both lie outside this model, as does a degenerate electron gas.

The curve crossings, the phonon weights, the optical line, the dark activation energy and the approach to equilibrium at 150 K were each tested by a separate calculation; the values are in the numerical output.

## Calculated quantities

```
E0 = 0.20 eV, Ed = 0.01 eV, ER = 1.20 eV, hw = 0.01 eV
Huang-Rhys factor S = 120, phonons released p = 20
mass ratio = 0.10, donors = 1.0e+16 cm^-3, C0 = 1.0e-06 cm^3/s
effective pair interaction U = -0.190 eV
optical depth = 1.400 eV
optical line standard deviation at 77 K = 0.137 eV
thermal depth per electron (from slope) = 0.1050 eV
optical / thermal depth = 13.33
crossing position Qx/Q0 = 0.4167
capture barrier = 0.2083 eV
emission barrier = 0.4083 eV
T (K) | W_p | C (cm^3/s) | 1/(C ND) (s) | apparent energy (eV) | W_p/classical
 300 | 5.258e-06 | 5.258e-12 | 1.902e-05 | 0.1926 | 1.038e+00
 150 | 3.002e-09 | 3.002e-15 | 3.331e-02 | 0.1912 | 1.324e+00
 100 | 2.196e-12 | 2.196e-18 | 4.554e+01 | 0.1811 | 2.500e+00
  77 | 5.125e-15 | 5.125e-21 | 1.951e+04 | 0.1680 | 7.007e+00
  50 | 2.693e-20 | 2.693e-26 | 3.713e+09 | 0.1295 | 6.851e+02
  30 | 1.792e-26 | 1.792e-32 | 5.579e+15 | 0.0578 | 3.527e+10
zero-temperature W_p = 1.208e-29
zero-temperature 1/(C ND) = 8.276e+18 s
thermal energy kT at 77 K = 0.00664 eV
band density Nc at 77 K = 1.032e+17 cm^-3
dark chemical potential at 77 K = -0.1050 eV
dark fractions d+, d0, DX- at 77 K = 0.5000, 6.05e-07, 0.5000
dark electron density at 77 K = 1.384e+10 cm^-3
density just after light at 77 K = 6.408e+15 cm^-3
light / dark density at 77 K = 4.63e+05
density one hour after light at 77 K = 5.935e+15 cm^-3
fraction kept after one hour at 77 K = 0.9261
half-decay time at 77 K = 4.624e+04 s = 12.8 h
dark electron density at 150 K = 8.253e+13 cm^-3
density just after light at 150 K = 8.803e+15 cm^-3
density one hour after light at 150 K = 8.253e+13 cm^-3
half-decay time at 150 K = 1.853e-01 s
control ER = E0: optical depth = 0.40 eV, barrier = 0.00 eV
control ER = E0: W_p at 77 K = 7.130e-02
control ER = E0: 1/(C ND) at 77 K = 1.403e-09 s
radiative Franck-Condon weight at 77 K, ER = 1.20 eV: 5.880e-15
radiative Franck-Condon weight at 77 K, ER = 0.05 eV: 0.999995
capture increase from electron kinetic energy at 77 K = 2.16
```
